# Ioffe-Regel density for completely screened impurities in a two-dimensional channel

## Problem

A gated two-dimensional channel holds $n$ carriers per area in a parabolic band of effective mass $m$. The degeneracy $g$ counts spin and valley states. In the channel plane lie $n_i$ randomly placed, uncorrelated impurities per area, each of charge $+e$ or $-e$. The gate sets $n$ independently of $n_i$.

(a) At what density does the transport mean free path $l$ satisfy $k_Fl=1$, if the carriers screen the impurities completely? Express it through $n_i$ and $g$.

(b) Evaluate it for the round model parameters $n_i=10^{16}\ \mathrm{m^{-2}}$, $g=4$, $m=0.4$ electron masses and relative permittivity 8, and correct it for incomplete screening.

(c) How far can the prefactor be trusted?

Take the temperature well below the Fermi temperature, and let scattering conserve spin and valley. The permittivity $\varepsilon$ is the absolute one, uniform around the channel.

## Solution

### Counting states

Each flavour, meaning one spin state in one valley, fills a disc of area $\pi k_F^2$ in wavevector space, with $1/(2\pi)^2$ states per unit area of sample and of wavevector space. Thus

$$n=g\,\frac{\pi k_F^2}{(2\pi)^2},\qquad k_F^2=\frac{4\pi n}{g}.$$

With $E=\hbar^2k^2/(2m)$, the density of states is $D_1=m/(2\pi\hbar^2)$ per flavour and $D=gD_1$ in total.

### Static screening

A weak static potential energy $U(q)$ changes the carrier density by $\delta n(q)=-\chi(q)U(q)$. For independent carriers responding to the total potential (the random-phase approximation), perturbation theory gives

$$\chi=g\int\!\frac{d^2k}{(2\pi)^2}\frac{f_k-f_{k+q}}{E_{k+q}-E_k}
=2g\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^2k}{(2\pi)^2}\frac{1}{E_{k+q}-E_k}.$$

Here $f$ is the occupation and P denotes the principal value. The two terms are equal, as the substitution $\mathbf k\to-\mathbf k-\mathbf q$ in the second one shows.

Put $\mathbf q$ along $x$. Then $E_{k+q}-E_k=(\hbar^2q/m)(k_x+q/2)$, and the strip of the disc at $k_x=x$ has length $2\sqrt{k_F^2-x^2}$. With $a=q/2$,

$$\chi=\frac{gm}{\pi^2\hbar^2q}\,I,\qquad I=\mathrm P\!\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-x^2}}{x+a}\,dx.$$

For $a<k_F$, write $k_F^2-x^2=(a-x)(a+x)+(k_F^2-a^2)$ and divide by $\sqrt{k_F^2-x^2}\,(x+a)$:

$$I=\int_{-k_F}^{k_F}\frac{a-x}{\sqrt{k_F^2-x^2}}dx+(k_F^2-a^2)\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{dx}{(x+a)\sqrt{k_F^2-x^2}}.$$

The first integral is $\pi a$, since its part odd in $x$ vanishes. In the second, set $x=k_F\cos\varphi$ and $t=\tan(\varphi/2)$, which turns it into

$$\mathrm P\!\!\int_0^\infty\frac{2\,dt}{(k_F+a)-(k_F-a)t^2}\ \propto\ \mathrm P\!\!\int_0^\infty\frac{du}{1-u^2}=0.$$

It vanishes because $u\to1/u$ maps the part above $u=1$ onto minus the part below. Hence $I=\pi q/2$ and

$$\chi=\frac{gm}{2\pi\hbar^2}=D\qquad(q<2k_F),$$

with the same value at $q=2k_F$ by continuity. Elastic scattering on the Fermi circle transfers at most $2k_F$, so this constant covers every transfer needed in the Born approximation used below. A numerical principal-value integral confirms it at $q=0.5$, 1.0 and 1.8 $k_F$; at $3k_F$ the response has fallen to 0.25 of $D$.

The Coulomb energy $e^2/(4\pi\varepsilon r)$ has the two-dimensional transform $v=e^2/(2\varepsilon q)$. For an attractive impurity the total potential energy is $U=-v+v\,\delta n=-v-vDU$, so

$$U(q)=-\frac{v}{1+vD}=-\frac{e^2}{2\varepsilon(q+q_{TF})},$$

$$q_{TF}=\frac{e^2D}{2\varepsilon}=\frac{g}{a_B},\qquad a_B=\frac{4\pi\varepsilon\hbar^2}{me^2}.$$

A repulsive impurity reverses the sign of $U$. Screening is complete when $2k_F\ll q_{TF}$. Then

$$|U|\to\frac{e^2}{2\varepsilon q_{TF}}=\frac1D=\frac{2\pi\hbar^2}{gm},$$

from which the permittivity has dropped out: a more strongly coupled impurity is also more strongly screened.

### Scattering rate and criterion

In the Born approximation, with $\theta$ the scattering angle,

$$\frac1\tau=\frac{2\pi}{\hbar}n_iD_1\,\frac1\pi\int_0^\pi|U|^2(1-\cos\theta)\,d\theta.$$

The final states belong to one flavour, hence $D_1$, whereas all $g$ flavours screen, hence $|U|=1/(gD_1)$. For constant $|U|$ the angular average of $1-\cos\theta$ is 1, so

$$\frac1\tau=\frac{2\pi n_i}{\hbar g^2D_1}=\frac{4\pi^2\hbar n_i}{g^2m}.$$

With Fermi velocity $\hbar k_F/m$, the mean free path is $l=\hbar k_F\tau/m$, and

$$k_Fl=\frac{\hbar k_F^2\tau}{m}=\frac{\hbar}{m}\,\frac{4\pi n}{g}\,\frac{g^2m}{4\pi^2\hbar n_i}=\frac{g\,n}{\pi n_i}.$$

The mass cancels as well. Setting $k_Fl=1$ answers (a):

$$n_c=\frac{\pi n_i}{g}.$$

Since $k_Fl=2E_F\tau/\hbar$, the criterion also says that the level broadening $\hbar/(2\tau)$ equals the Fermi energy $E_F$. The choice of 1 is a convention; $k_Fl=C$ gives $Cn_c$ within the same approximation. The Drude conductivity is

$$\sigma=\frac{ne^2\tau}{m}=\frac{g\,e^2}{2h}\,k_Fl,$$

which at $n_c$ is $ge^2/(2h)$. The mobility $e\tau/m=eg^2/(4\pi^2\hbar n_i)$ does not depend on $n$, so in this limit a constant mobility is no sign that the channel is far from the criterion.

### Numbers for the model channel

For (b), complete screening gives

$$n_c=\frac{\pi\times10^{16}}{4}\ \mathrm{m^{-2}}=7.85\times10^{15}\ \mathrm{m^{-2}},$$

or $7.85\times10^{11}\ \mathrm{cm^{-2}}$. At this density $k_F=2\pi\sqrt{n_i}/g=1.57\times10^8\ \mathrm{m^{-1}}$, and $l=1/k_F=6.4$ nm. The lifetime is 140 fs, the mobility $0.062\ \mathrm{m^2/(V\,s)}$ and the conductivity 77 microsiemens. The Fermi energy is 2.35 meV, corresponding to 27 K. To keep the thermal correction to the conductivity below about 10%, the zero-temperature treatment needs temperatures of about 1 K or less, because thermal smearing of the screening near $2k_F$ changes the scattering rate already at first order in the ratio of temperature to Fermi temperature; at room temperature this channel is not degenerate at $n_c$.

### Incomplete screening

Let $s=2k_F/q_{TF}$. Because $q=2k_F\sin(\theta/2)$, the rate is its complete-screening value times

$$F(s)=\frac1\pi\int_0^\pi\frac{1-\cos\theta}{[1+s\sin(\theta/2)]^2}\,d\theta.$$

Now $k_Fl=(n/n_c)/F$, so the criterion becomes $n=n_cF(s(n))$. For small $s$ the integrand is expanded as $(1-\cos\theta)[1-2s\sin(\theta/2)]$. With $1-\cos\theta=2\sin^2(\theta/2)$ and $w=\theta/2$,

$$F\approx1-2s\,\frac4\pi\int_0^{\pi/2}\sin^3w\,dw=1-\frac{16s}{3\pi}.$$

To first order $s$ may be taken at $n_c$, where it equals

$$s_c=\frac{2k_Fa_B}{g}=\frac{4\pi a_B\sqrt{n_i}}{g^2}.$$

Here $a_B=1.058$ nm gives $s_c=4\pi\times0.1058/16=0.083$. The first-order density is $7.85\times10^{15}\,(1-0.141)=6.75\times10^{15}\ \mathrm{m^{-2}}$. Solving the full condition gives $6.91\times10^{15}\ \mathrm{m^{-2}}$, or 12% below $n_c$. Within the random-phase approximation the correction is downward because the bare Coulomb energy is finite: $|U|$ stays below $1/D$ for $0<q\le2k_F$, the range that enters the Born rate.

### Beyond the Born approximation

Part (c) calls for a check on the scattering strength. Let $\delta_j$ be the phase shift at the Fermi energy for angular momentum $j$. In a large disc of radius $R$ with a hard wall, the allowed wavevectors obey $kR+\delta_j=\text{const}+\pi N$, with integer $N$. The impurity therefore moves $\delta_j/\pi$ states per flavour below the Fermi level, counting bound states and taking $\delta_j\to0$ at high energy. A neutralized attractive impurity must collect one carrier in total:

$$\frac g\pi\sum_j\delta_j=1.$$

If $j=0$ dominates, $\delta_0=\pi/g$. The scattered wave is then $ie^{i\delta_0}\sin\delta_0\,H_0^{(1)}(k_Fr)$, where the squared modulus of the Hankel function tends to $2/(\pi k_Fr)$. Integrating over a large circle gives the cross section, a length in two dimensions:

$$\Sigma=2\pi r\,\frac{2\sin^2\delta_0}{\pi k_Fr}=\frac{4}{k_F}\sin^2\frac{\pi}{g}.$$

This scattering is isotropic, so $l=1/(n_i\Sigma)$ and

$$k_Fl=\frac{k_F^2}{4n_i\sin^2(\pi/g)}=\frac{\pi n}{g\,n_i\sin^2(\pi/g)}.$$

The criterion is now met at

$$n_c'=\frac{g\,n_i}{\pi}\sin^2\frac{\pi}{g}.$$

Replacing $\sin(\pi/g)$ by $\pi/g$ restores $n_c$. A repulsive impurity would have $\delta_0=-\pi/g$ and the same rate if the s wave dominated. At small $g$ this fails: for $g=2$ even a hard disc needs a radius of about half of $1/k_F$ to expel one carrier, and higher partial waves then matter. At $g=4$ a neutral hard disc has $k_F$ times radius equal to 0.19 and meets the criterion at $0.53\,n_i$ instead of $0.64\,n_i$.

The table compares the densities, in units of $n_i$, at which $k_Fl=1$. Its last column is a partial-wave calculation for a small attractive disc well with $k_F$ times radius equal to 0.05, its depth chosen to satisfy the neutrality condition.

| $g$ | Born | s wave | disc well |
|---:|---:|---:|---:|
| 2 | 1.571 | 0.637 | 0.637 |
| 4 | 0.785 | 0.637 | 0.636 |
| 12 | 0.262 | 0.256 | 0.256 |

At $g=2$ the phase shift is $\pi/2$, the strongest possible s-wave scattering, and the Born density is 2.5 times too large relative to the s-wave result. The excess is 23% at $g=4$ and 2% at $g=12$: with more flavours, each needs a smaller phase shift. These percentages compare two formulas; they are not the error of the Born approximation for the screened potential $U(q)$, which can be much larger and does not vanish as screening becomes complete. The equal s-wave values for $g=2$ and 4 follow from $2\times1=4\times\tfrac12$. The disc supports the phase-shift formula for a neutral short-range scatterer; it does not show that the real screened potential scatters mainly in the s wave.

### What the estimate can bear

Three features limit the accuracy at the criterion itself.

- There are $n_c/n_i=\pi/g$ carriers per impurity, 0.79 in the model channel, while neutralizing an attractive impurity calls for one. Linear screening by a uniform gas fails close to an impurity. In the model channel the components of the linear density change with $q\le2k_F$, each close to 1 in magnitude, already add up to about $k_F^2/\pi=4n/g=n$ at the impurity, and larger $q$ add more. For a repulsive impurity the density there would come out negative. Near attractive ones carriers bind. In the strictly two-dimensional model channel the linearly screened potential holds a state about $4E_F$ deep if $\chi=D$ is used at all $q$, and about $90E_F$ (0.2 eV) deep once the fall of $\chi$ beyond $2k_F$ is included. The Born approximation is then uncontrolled, and the equal sharing $\delta_0=\pi/g$ among flavours is not assured.
- The broadening equals $E_F$, so the sharp Fermi circle used for both screening and scattering is no longer well defined. Moreover $l\sqrt{n_i}=g/(2\pi)=0.64$ at $g=4$: the mean free path is comparable with the distance between impurities, and treating them as independent is doubtful.
- Define the interaction parameter $r_s=1/(a_B\sqrt{\pi n})$. Inserting $k_F=\sqrt{4\pi n/g}$ into $s=2k_Fa_B/g$ gives $s=4/(g^{3/2}r_s)$. At modest $g$, complete screening therefore requires large $r_s$. The model channel has $r_s=6.0$ at $n_c$, where the random-phase response is itself approximate. Replacing $vD$ by $(1-G)vD$ with the Hubbard local-field factor $G=q/\big(g\sqrt{q^2+k_F^2}\big)$ moves the Born density from $6.9\times10^{15}$ to about $1.0\times10^{16}\ \mathrm{m^{-2}}$, a shift larger than the incomplete-screening correction and opposite in sign.

The scaling $n_c\sim n_i/g$ is thus a Born estimate for where weak-scattering transport theory stops being consistent. For the model channel, the Born and phase-shift formulas give values between roughly 6 and $8\times10^{15}\ \mathrm{m^{-2}}$, but they do not bracket the true crossover. The first treats the screened potential only to lowest order, and the second replaces it by a neutral short-range scatterer. Beyond the Born approximation, attractive and repulsive impurities of the same charge magnitude can scatter very differently (exact scattering off the potential $U(q)$ above, at $n_c$ in the model channel, gives about 1.6 times the Born rate for attraction and 0.2 times for repulsion, though such a potential is no longer self-consistent), and the three effects above lie outside both formulas. The prefactor is therefore an order-of-magnitude guide. Nor does $k_Fl=1$ by itself prove localization or a sharp transition. The numerical output gives the values for the static response and for the Born, finite-screening, s-wave and disc-well densities.

## Computed results

```
INPUT (round model parameters)
impurity density n_i            = 1.000e+16 m^-2
degeneracy g                    = 4
effective mass                  = 0.40 electron masses
relative permittivity           = 8.0
STATIC RESPONSE / DENSITY OF STATES
q = 0.5 k_F                     : 1.00000
q = 1.0 k_F                     : 1.00000
q = 1.8 k_F                     : 1.00000
q = 3.0 k_F                     : 0.25464
COMPLETE SCREENING, BORN
n_c                             = 7.8540e+15 m^-2
n_c                             = 7.8540e+11 cm^-2
n_c / n_i                       = 0.7854
k_F at n_c                      = 1.5708e+08 m^-1
Fermi energy at n_c             = 2.350 meV
Fermi temperature at n_c        = 27.27 K
transport time tau              = 140.03 fs
mean free path at n_c           = 6.366 nm
mobility                        = 0.06157 m^2/(V s)
conductivity at n_c             = 77.481 microsiemens
plane-sum rate / formula        = 1.00000
FINITE SCREENING
effective Bohr radius           = 1.0584 nm
q_TF                            = 3.7795e+09 m^-1
s = 2 k_F / q_TF at n_c         = 0.0831
r_s at n_c                      = 6.015
rate factor F(s) at n_c         = 0.8730
self-consistent density         = 6.9124e+15 m^-2
self-consistent density / n_c   = 0.8801
first-order density             = 6.7457e+15 m^-2
s at self-consistent density    = 0.0780
DENSITY / n_i AT k_F l = 1: BORN, S-WAVE, DISC WELL
k_F times disc radius           = 0.05
g =  2: 1.5708, 0.6366, 0.6366; Born/s-wave = 2.467
g =  4: 0.7854, 0.6366, 0.6362; Born/s-wave = 1.234
g = 12: 0.2618, 0.2559, 0.2556; Born/s-wave = 1.023
```
